**Photoemission weights of a two-site cell and graphene's dark corridor**

For identical orbitals with equal site energies and a plane-wave final state, the sublattice weight is 1 + cos θ in the lower band and 1 − cos θ in the upper band. Here θ is the phase of g(p) = Σ exp(i p·δ), p is the full in-plane photoelectron momentum, and δ runs over the bonds from an A site to its B neighbours; for unequal bonds, each term is weighted by its relative hopping. The program asserts these weights against plane-wave projections of a diagonalized 162-site honeycomb cluster, and against quadrature of Gaussian-orbital Bloch waves on a chain. It also asserts the phase shift between reciprocal-lattice copies, the dark and bright segments of the line through K, the expansion and winding of θ around K, and the effects of unequal site energies and orbital overlap. The largest weight error in the cluster comparison is 5.8 × 10⁻¹⁵. Three copies of one honeycomb momentum have lower-band weights 2.0000, 0.4955 and 0.5045 at the same energy. On the contours at −0.3t and +0.3t, where t is the hopping, the angular range with weight below one tenth of the maximum is 68.24° in the lower band and 79.05° in the upper band, compared with 73.74° for a linear cone.

## Check in Python

```python
# Result under test: for two identical orbitals per cell with equal site energies,
# the plane-wave photoemission weight is 1 + cos(theta) in the lower band and
# 1 - cos(theta) in the upper band, theta(p) = arg g(p), g(p) = sum exp(i p.delta).
# p: full photoelectron momentum in the plane; delta: vectors from an A site to
# its B neighbours; tau: position of B in the cell; G: reciprocal lattice vector.
# Honeycomb units: hopping t = 1, bond length d = 1, wavevectors in 1/d.
# beta: angle around K measured from the outward Gamma-K direction.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq

bonds = np.array([[1, 0], [-0.5, np.sqrt(3)/2], [-0.5, -np.sqrt(3)/2]])
cell = np.array([bonds[0] - bonds[1], bonds[0] - bonds[2]])
recip = 2*np.pi*np.linalg.inv(cell).T
tau = bonds[0]
K_length = 4*np.pi/(3*np.sqrt(3))
K_point = np.array([0.0, K_length])


def bond_sum(p):
    return np.exp(1j*(bonds @ p)).sum()


def projected_states(p, mass=0.0):
    """Diagonalize the zone-periodic Hamiltonian, then project on exp(i p.r)."""
    h = -(1 + np.exp(-1j*(cell @ p)).sum())
    energy, vec = np.linalg.eigh(np.array([[mass, h], [np.conj(h), -mass]]))
    amp_a, amp_b = vec[0], vec[1]*np.exp(-1j*(p @ tau))
    phase = np.angle(amp_a[0]*np.conj(amp_b[0]))
    return energy, abs(amp_a + amp_b)**2, phase


# Real-space periodic cluster, bonds found by distance, with second neighbours
size, hop2 = 9, 0.1
sites = np.array([i*cell[0] + j*cell[1] + s*tau
                  for i in range(size) for j in range(size) for s in (0, 1)])
ham = np.zeros((len(sites), len(sites)))
for i in (-1, 0, 1):
    for j in (-1, 0, 1):
        shift = size*(i*cell[0] + j*cell[1])
        dist = np.linalg.norm(sites[:, None] - sites[None] + shift, axis=2)
        ham -= (abs(dist - 1) < 1e-6) + hop2*(abs(dist - np.sqrt(3)) < 1e-6)
levels, states = np.linalg.eigh(ham)
cluster_error, tested = 0.0, 0
for m in range(-size, 2*size):
    for n in range(-size, 2*size):
        p = (m*recip[0] + n*recip[1])/size
        g = bond_sum(p)
        if abs(g) < 1e-8:
            continue  # the bands touch here and single-band weights are undefined
        spectrum = abs(np.exp(-1j*(sites @ p)) @ states)**2/size**2
        for sign in (-1, 1):
            level = sign*abs(g) - hop2*(abs(g)**2 - 3)
            found = spectrum[abs(levels - level) < 1e-7].sum()
            expected = 1 - sign*np.cos(np.angle(g))
            cluster_error = max(cluster_error, abs(found - expected))
        tested += 1
assert cluster_error < 1e-8
print(f"cluster: sites {len(sites)}, momenta tested {tested}")
print(f"cluster: second-neighbour hopping {hop2:.1f} t")
print(f"cluster: largest weight error {cluster_error:.1e}")


# Chain of Gaussian orbitals: the projection integral is done by quadrature.
# The Bloch wave is normalized as for orthogonal orbitals (overlap neglected).
def chain_weights(offset, hop_in, hop_out, zones):
    a, cells, width = 4.0, 6, 0.25
    k = 2*np.pi/(cells*a)
    h = -(hop_in + hop_out*np.exp(-1j*k*a))
    vec = np.linalg.eigh(np.array([[0, h], [np.conj(h), 0]]))[1][:, 0]
    x = np.arange(4800)*cells*a/4800
    psi = np.zeros(len(x), complex)
    for r in a*np.arange(-cells, 2*cells):
        psi += np.exp(1j*k*r)*(vec[0]*np.exp(-(x - r)**2/(2*width**2))
                               + vec[1]*np.exp(-(x - r - offset*a)**2/(2*width**2)))
    psi /= np.sqrt(cells)
    result, formula = [], []
    for n in zones:
        p = k + 2*np.pi*n/a
        integral = (psi*np.exp(-1j*p*x)).sum()*(x[1] - x[0])
        orbital = width*np.sqrt(2*np.pi)*np.exp(-(p*width)**2/2)
        result.append(abs(integral/orbital)**2/cells)  # weight per cell
        g = (hop_in*np.exp(1j*p*offset*a)
             + hop_out*np.exp(1j*p*(offset - 1)*a))
        formula.append(1 + np.cos(np.angle(g)))
    return np.array(result), np.array(formula)


chain, chain_formula = chain_weights(0.3, 1.0, 0.6, range(11))
assert np.allclose(chain, chain_formula, atol=1e-7)
assert abs(chain[10] - chain[0]) < 1e-7
assert min(abs(chain[1:10] - chain[0])) > 1e-3
even, even_formula = chain_weights(0.5, 1.0, 1.0, range(3))
assert np.allclose(even, even_formula, atol=1e-7)
assert np.allclose(even, [2, 0, 2], atol=1e-7)
print("chain: tau/a = 0.3, hoppings 1.0 and 0.6, k a/(2 pi) = 1/6")
for n in (0, 1, 2, 3, 10):
    print(f"chain: lower weight in zone {n}: {chain[n]:.4f}")
print("equal chain: lower weights in zones 0,1,2: "
      + " ".join(f"{w:.4f}" for w in even))

# Three equivalent copies of one honeycomb momentum
p0 = np.array([0.5, 0.4])
theta0 = np.angle(bond_sum(p0))
energy0 = projected_states(p0)[0]
copy_sum = 0.0
print(f"copies: p0 = ({p0[0]:.1f}, {p0[1]:.1f}) 1/d")
print(f"copies: band energies {energy0[0]:.4f}, {energy0[1]:.4f} t")
for label, G in (("0", 0*recip[0]), ("b1", recip[0]), ("b1+b2", recip.sum(axis=0))):
    energy, weight, phase = projected_states(p0 + G)
    assert np.allclose(energy, energy0)
    expected = 1 + np.cos(theta0 + G @ tau)
    assert np.allclose(weight, [expected, 2 - expected])
    copy_sum += weight[0]
    print(f"copy G={label}: theta {np.degrees(phase):.2f} deg, "
          f"lower {weight[0]:.4f}, upper {weight[1]:.4f}")
assert abs(copy_sum - 3) < 1e-10
print(f"copies: sum of lower weights {copy_sum:.4f}")

# Dark and bright segments of the line Gamma-K-2K
for fraction in np.linspace(0.03, 1.97, 40):
    weight = projected_states(fraction*K_point)[1]
    target = [2, 0] if fraction < 1 else [0, 2]
    assert np.allclose(weight, target, atol=1e-10)
print(f"corridor of lower band: p_y from {K_length:.4f} to {2*K_length:.4f} 1/d")
for fraction in (0.5, 1.5):
    weight = projected_states(fraction*K_point)[1]
    print(f"line at {fraction:.1f} K: lower {weight[0]:.4f}, upper {weight[1]:.4f}")


# Neighbourhood of K
def around_K(q, beta):
    return K_point + q*np.array([-np.sin(beta), np.cos(beta)])


angles = np.linspace(0, 2*np.pi, 721)
phase_errors = []
for q in (0.04, 0.02):
    phase_errors.append(max(abs(np.angle(
        bond_sum(around_K(q, b))*np.exp(-1j*(np.pi + b + q/4*np.sin(3*b)))))
        for b in angles))
error_ratio = phase_errors[0]/phase_errors[1]
assert 3.5 < error_ratio < 4.5
print(f"phase expansion: error ratio on halving q {error_ratio:.3f}")


def winding(center):
    phases = [projected_states(center + 0.2*np.array([-np.sin(b), np.cos(b)]))[2]
              for b in angles]
    unwrapped = np.unwrap(phases)
    return (unwrapped[-1] - unwrapped[0])/(2*np.pi)


wind_K, wind_0 = winding(K_point), winding(p0)
assert abs(wind_K - 1) < 1e-8 and abs(wind_0) < 1e-8
print(f"winding of theta: around K {wind_K:.3f}, around p0 {abs(wind_0):.3f}")

# Constant-energy contours at -level (lower band) and +level (upper band)
level = 0.3


def radius(beta):
    return brentq(lambda q: projected_states(around_K(q, beta))[0][1] - level,
                  0.01, 0.5)


print(f"contours: energies -{level:.1f} t and +{level:.1f} t")
print("beta/deg, q d, lower, upper, 1-cos(beta), warped lower")
for degrees in (0, 30, 60, 90, 120, 150, 180):
    beta = np.radians(degrees)
    q = radius(beta)
    weight = projected_states(around_K(q, beta))[1]
    simple = 1 - np.cos(beta)
    warped = 1 - np.cos(beta + q/4*np.sin(3*beta))
    assert abs(weight[0] - warped) < 2e-3
    assert abs(q/(2*level/3*(1 + level/6*np.cos(3*beta))) - 1) < 0.015
    print(f"{degrees:3d} {q:.4f} {weight[0]:.4f} {weight[1]:.4f} "
          f"{simple:.4f} {warped:.4f}")

# Full angular width where the weight is below one tenth of its maximum, 2
half = 2*np.arcsin(np.sqrt(0.1))
widths = []
for band, center, sign in ((0, 0.0, -1), (1, np.pi, 1)):
    edge = brentq(lambda x: projected_states(
        around_K(radius(center + x), center + x))[1][band] - 0.2, 0.1, 1.5)
    estimate = half + sign*level/6*np.sin(3*half)
    assert abs(np.degrees(2*(edge - estimate))) < 1.0
    widths.append(2*edge)
    print(f"dark width, {('lower', 'upper')[band]} band: "
          f"{np.degrees(2*edge):.2f} deg, first-order estimate "
          f"{np.degrees(2*estimate):.2f} deg")
assert widths[0] < 2*half < widths[1]
print(f"dark width, linear cone: {np.degrees(2*half):.2f} deg")

# Unequal site energies remove the complete darkness
mass = 0.1
for b in angles[::40]:
    p = around_K(radius(b), b)
    g = bond_sum(p)
    contrast = g.real/np.sqrt(abs(g)**2 + mass**2)
    assert np.allclose(projected_states(p, mass)[1], [1 + contrast, 1 - contrast])
residual = projected_states(around_K(radius(0.0), 0.0), mass)[1][0]
assert residual > 0.01
print(f"site energies +-{mass:.1f} t: lower weight at beta=0, "
      f"|g|={level:.1f}: {residual:.4f}")

# Nearest-neighbour overlap rescales the weights but keeps their zeros
overlap = 0.1
for p in (p0, p0 + recip[0], 1.5*K_point):
    g = bond_sum(p)
    vec = eigh(np.array([[0, -g], [-np.conj(g), 0]]),
               np.array([[1, overlap*g], [overlap*np.conj(g), 1]]))[1]
    weight = abs(vec.sum(axis=0))**2
    bare = projected_states(p)[1]
    scale = np.array([1 + overlap*abs(g), 1 - overlap*abs(g)])
    assert np.allclose(weight, bare/scale, atol=1e-10)
    if p is p0:
        print(f"overlap s={overlap:.1f} at p0: lower {weight[0]:.4f}, "
              f"upper {weight[1]:.4f}")

print("all tests passed")
```

Printed output:

```
cluster: sites 162, momenta tested 711
cluster: second-neighbour hopping 0.1 t
cluster: largest weight error 5.8e-15
chain: tau/a = 0.3, hoppings 1.0 and 0.6, k a/(2 pi) = 1/6
chain: lower weight in zone 0: 1.9978
chain: lower weight in zone 1: 0.7545
chain: lower weight in zone 2: 0.1539
chain: lower weight in zone 3: 1.7684
chain: lower weight in zone 10: 1.9978
equal chain: lower weights in zones 0,1,2: 2.0000 0.0000 2.0000
copies: p0 = (0.5, 0.4) 1/d
copies: band energies -2.7003, 2.7003 t
copy G=0: theta 0.30 deg, lower 2.0000, upper 0.0000
copy G=b1: theta 120.30 deg, lower 0.4955, upper 1.5045
copy G=b1+b2: theta -119.70 deg, lower 0.5045, upper 1.4955
copies: sum of lower weights 3.0000
corridor of lower band: p_y from 2.4184 to 4.8368 1/d
line at 0.5 K: lower 2.0000, upper 0.0000
line at 1.5 K: lower 0.0000, upper 2.0000
phase expansion: error ratio on halving q 4.019
winding of theta: around K 1.000, around p0 0.000
contours: energies -0.3 t and +0.3 t
beta/deg, q d, lower, upper, 1-cos(beta), warped lower
  0 0.2124 0.0000 2.0000 0.0000 0.0000
 30 0.2008 0.1601 1.8399 0.1340 0.1601
 60 0.1917 0.5000 1.5000 0.5000 0.5000
 90 0.2008 0.9498 1.0502 1.0000 0.9498
120 0.2124 1.5000 0.5000 1.5000 1.5000
150 0.2008 1.8900 0.1100 1.8660 1.8900
180 0.1917 2.0000 0.0000 2.0000 2.0000
dark width, lower band: 68.24 deg, first-order estimate 68.38 deg
dark width, upper band: 79.05 deg, first-order estimate 79.10 deg
dark width, linear cone: 73.74 deg
site energies +-0.1 t: lower weight at beta=0, |g|=0.3: 0.0513
overlap s=0.1 at p0: lower 1.5748, upper 0.0000
all tests passed
```
